# Forward and reverse currents in a MOS channel with graded threshold

Take a long n-channel MOS transistor whose threshold voltage is higher near one end of the channel than near the other. Ground the high-threshold end, put a positive voltage on the other end, and record the current. Then exchange the two connections, with the gate and body voltages unchanged relative to the grounded end. In the model below, the two saturation currents can differ by a third, while the two conductances measured at a few millivolts agree. The same two stretches of channel carry both currents, so why does the order of the sections matter in one measurement and not in the other?

Two uniform sections in series suffice for an answer. Section 1 has the higher threshold \(V_{T1}\), section 2 the lower threshold \(V_{T2}\). "Forward" means that section 1 touches the source, "reverse" that section 2 does. The source is at zero, the drain at \(V_D>0\), and both currents are counted positive.

## Charge and current in one section

Let \(Q\) be the magnitude of the inversion charge per area, \(C\) the oxide capacitance per area, \(U=kT/e\) the thermal voltage, and \(V\) the electron quasi-Fermi potential, which equals the terminal voltage at each end. The channel is long enough for the charge to be set by the local vertical electrostatics, and the carriers obey Boltzmann statistics.

Two relations connect \(Q\) to the surface potential \(\psi\). The linearized capacitor gives \(Q=nC(\psi_P-\psi)\), where \(n\) is the slope factor and \(\psi_P\) the surface potential at which the inversion charge would vanish. Boltzmann statistics give \(Q=K e^{(\psi-V)/U}\), with \(K\) treated as constant in a section. Eliminating \(\psi\),

\[
\frac{Q}{nCU}+\ln Q=\frac{\psi_P-V}{U}+\ln K .
\]

With \(Q=2nUC\,q\) and the constants absorbed in the definition of the threshold, this becomes

\[
2q+\ln q=\frac{V_P-V}{U},\qquad V_P=\frac{V_G-V_T}{n}. \tag{1}
\]

Electrons drift toward higher potential and diffuse toward lower density. With the Einstein relation \(D=\mu U\) and channel width \(W\), the current is

\[
I=\mu W\left(Q\frac{d\psi}{dx}-U\frac{dQ}{dx}\right)=\mu WQ\frac{dV}{dx}, \tag{2}
\]

where \(x\) runs from source to drain. The second form follows from \(\psi=V+U\ln(Q/K)\). A jump of \(V\) at the threshold step would demand an infinite current, so \(V\) is continuous there. The charge is not: by (1), two thresholds at the same \(V\) give two values of \(q\).

For a section of length \(L_i\), integrating (2) requires the area under \(Q(V)\). From (1), \(dV=-U(2+1/q)\,dq\), so

\[
\int_V^\infty Q\,dV'=2nU^2C\int_0^q(2q'+1)\,dq'=2nU^2C\,(q^2+q). \tag{3}
\]

The current through a section is \(\mu W/L_i\) times the difference of this quantity between its two ends.

## Why the low-bias conductances agree

Let \(I(V_L,V_R)\) be the signed current from the right terminal to the left one at fixed gate and body bias. With gate and junction leakage neglected, equal terminal voltages leave the channel electrons in equilibrium, so \(I(V,V)=0\) for every \(V\). Differentiating along this line,

\[
\frac{\partial I}{\partial V_L}+\frac{\partial I}{\partial V_R}=0 .
\]

The forward current is \(I_f=I(0,V_D)\), with initial slope \(\partial I/\partial V_R\). The reverse current is \(I_r=-I(V_D,0)\), with initial slope \(-\partial I/\partial V_L\). The slopes are equal. This argument uses equilibrium and differentiability, not the details of the grading.

In the two-section channel the common value is that of two resistors in series:

\[
\frac1{G_0}=R_1+R_2,\qquad R_i=\frac{L_i}{\mu_i WQ_i(0)} . \tag{4}
\]

The threshold step does contain an electric field at zero bias, but diffusion balances the drift it causes. A formula that loses this balance fails at once. Suppose one inserts into the uniform-channel expression the source charge from the source threshold and the drain charge from the drain threshold. The result is proportional to \(q_1^2+q_1-q_2^2-q_2\) at \(V_D=0\), which is a nonzero current in equilibrium.

## Where the difference begins

To see how the order enters, expand the charge near \(V=0\): \(Q_i(V)\approx Q_i(0)(1+\lambda_iV)\). Differentiating (1) gives \((2+1/q)\,dq/dV=-1/U\), hence

\[
\lambda_i=\frac{d\ln Q_i}{dV}\bigg|_0=-\frac{1}{U(1+2q_i)} . \tag{5}
\]

The section with less charge loses a larger fraction of it per volt.

In the forward connection the junction sits at \(m\). Integrating (2) over each section gives

\[
IR_1=m+\tfrac12\lambda_1m^2,\qquad
IR_2=V_D-m+\tfrac12\lambda_2(V_D^2-m^2).
\]

In the sum the linear terms in \(m\) cancel, so \(m\) is needed only to leading order, \(m=aV_D\) with \(a=R_1/(R_1+R_2)\):

\[
I_f\approx G_0\left\{V_D+\tfrac12V_D^2\left[a^2\lambda_1+(1-a^2)\lambda_2\right]\right\}.
\]

In reverse, section 2 comes first and the junction sits at \(bV_D\), with \(b=1-a\):

\[
I_r\approx G_0\left\{V_D+\tfrac12V_D^2\left[b^2\lambda_2+(1-b^2)\lambda_1\right]\right\}.
\]

Subtracting, and using \(1-a^2-b^2=2ab\),

\[
I_f-I_r\approx G_0\,a(1-a)(\lambda_2-\lambda_1)V_D^2 . \tag{6}
\]

Here is the answer in its simplest form. A voltage dropped in the first section raises \(V\) in the second and removes charge from it. The removed fraction is itself proportional to the drain voltage, so its effect on the current is quadratic. To first order each section keeps its equilibrium resistance, and resistances add in either order. The conductances are therefore identical in the limit \(V_D\to0\); at any small finite bias the currents differ by a relative amount linear in \(V_D\).

For a continuous grading, let \(s\) be the fraction of the zero-bias resistance lying between the high-threshold end and a given point. Equation (2) becomes \(I\,ds/G_0=[1+\lambda(s)V]\,dV\) to this order. Its correction term is evaluated with \(V=sV_D\) in forward; in reverse, the distance from the source is \(1-s\) instead. Thus

\[
I_f-I_r\approx G_0V_D^2\int_0^1\lambda(s)(2s-1)\,ds . \tag{7}
\]

A mirror-symmetric profile gives zero. If \(\lambda\) rises steadily from the high-threshold end to the other, pairing \(s\) with \(1-s\) shows that the integral is positive.

## The sign at any drain bias

Saturation lies far outside this expansion, but for two sections the sign can be settled without it. Define

\[
A(V)=\frac{\mu_1W}{L_1}\int_V^{V_D}Q_1\,dV',\qquad
B(V)=\frac{\mu_2W}{L_2}\int_V^{V_D}Q_2\,dV' .
\]

Both fall to zero at \(V_D\). With the junction at \(m\) in forward and \(m'\) in reverse, current continuity reads

\[
I_f=A(0)-A(m)=B(m),\qquad I_r=B(0)-B(m')=A(m').
\]

Now regard \(B\) as a function of \(A\), \(B=\varphi(A)\), with \(\varphi(0)=0\). Its slope is

\[
\varphi'(A)=\frac{dB/dV}{dA/dV}=\frac{\mu_2Q_2/L_2}{\mu_1Q_1/L_1}.
\]

For equal \(n\), section 2 has the larger \(q\) at every \(V\). By (5), applied at that \(V\), \(Q_2/Q_1\) then rises with \(V\). Since \(A\) falls as \(V\) rises, \(\varphi'\) decreases with \(A\), and \(\varphi\) is strictly concave. A concave curve through the origin lies above its chords from the origin, so for \(y,z>0\)

\[
\varphi(y)>\frac{y}{y+z}\varphi(y+z),\qquad
\varphi(z)>\frac{z}{y+z}\varphi(y+z).
\]

Adding these gives \(\varphi(y+z)<\varphi(y)+\varphi(z)\).

The forward condition is \(I_f=\varphi(A(0)-I_f)\). The reverse condition is \(I_r+\varphi(I_r)=\varphi(A(0))\). Splitting \(A(0)\) into \(A(0)-I_f\) and \(I_f\),

\[
I_r+\varphi(I_r)<\varphi(A(0)-I_f)+\varphi(I_f)=I_f+\varphi(I_f).
\]

Because \(z+\varphi(z)\) increases with \(z\), it follows that

\[
I_r<I_f\quad\text{for every }V_D>0 . \tag{8}
\]

Within this model the larger current flows when the high-threshold section is at the source. Different lengths and mobilities do not alter the sign. Different slope factors do not either, provided \(V_{P1}<V_{P2}\), since that is what makes \(q_1<q_2\).

## When grading gives no asymmetry

If the charge factorizes, \(Q(V,x)=a(x)b(V)\), equation (2) separates:

\[
I\int\frac{dx}{\mu W a(x)}=\int_0^{V_D}b(V)\,dV .
\]

Neither integral depends on the direction. As long as the current law is (2), with no velocity limit, grading mobility or width alone therefore leaves the two currents equal. So does a graded threshold in weak inversion: for \(q\ll1\), (1) reduces to \(q=e^{(V_P-V)/U}\), a product. The statement that a graded threshold makes the saturation currents unequal thus needs a condition: the charges must not be proportional to one another as \(V\) changes. This condition is necessary but not sufficient: a mirror-symmetric profile gives equal currents at any bias, and a non-monotone profile can reverse the sign of (8) even when its highest threshold lies at the forward source.

It is nearly enough for section 1 alone to be in weak inversion while section 2 is strongly inverted. By (3) and (4), section 1 alone would saturate at \((1+q_1)U/R_1\approx U/R_1\), with \(q_1\) taken at \(V=0\), and neither current can exceed this value. In reverse, section 2 therefore takes a voltage \(m'\) of at most about \(UR_2/R_1\), which lowers the current by a relative amount of at most about \(m'/U\), or \(R_2/R_1\). This is small when section 2 has much more charge.

## The strong-inversion limit

For \(q\gg1\), dropping the logarithm in (1) gives \(Q_i=C(G_i-nV)\) with \(G_i=V_G-V_{Ti}\), and zero charge beyond pinch-off. Take equal lengths and mobilities, and put \(\beta=\mu CW/L_i\). In forward saturation, with \(y=nm\),

\[
G_1^2-(G_1-y)^2=(G_2-y)^2 .
\]

Expanding both sides gives \(2y^2-2(G_1+G_2)y+G_2^2=0\). The larger root exceeds \(G_1\), where section 1 would be past pinch-off, so the smaller one applies:

\[
y=\tfrac12\left[G_1+G_2-\sqrt{(G_1+G_2)^2-2G_2^2}\right].
\]

Inserting it in \(I_f=\beta(G_2-y)^2/(2n)\),

\[
I_f=\frac{\beta}{8n}\left[G_2-G_1+\sqrt{(G_1+G_2)^2-2G_2^2}\right]^2 . \tag{9}
\]

This requires \(y\le G_1\), which reduces to \(G_2\le2G_1\). The reverse current follows by exchanging \(G_1\) and \(G_2\), and holds for any \(G_2\ge G_1\).

If \(G_2>2G_1\), section 1 pinches off at its own end in the forward connection and \(I_f=\beta G_1^2/(2n)\). As \(G_2/G_1\) grows further, the reverse current approaches this same value, because section 2 becomes a negligible series resistance. The ratio also tends to one when \(G_2/G_1\to1\), so the asymmetry is largest at an intermediate gate voltage.

## A silicon example

Take a 10 nm oxide (\(C=0.345\) μF/cm²), width 10 μm, two sections of 2 μm, mobility 500 cm²/Vs, \(n=1.3\), and thresholds of 0.7 and 0.3 V. Gate and drain are at 1.5 V and the temperature is 300 K, so \(U=25.85\) mV.

The pinch-off potentials are \(0.8/1.3=0.615\) V and \(1.2/1.3=0.923\) V. Equation (1) gives \(q_1=10.72\) and \(q_2=16.45\) at \(V=0\), and (4) gives resistances of 1608 and 1048 Ω. Their sum corresponds to \(G_0=376.6\) μS.

From (5), \(\lambda_1=-1.724\) and \(\lambda_2=-1.141\) per volt. With \(a=0.606\), the relative difference predicted by (6) is

\[
0.606\times0.394\times0.583\ \text{V}^{-1}=0.139\ \text{V}^{-1}.
\]

At 10 mV this is 0.14 %, and the full model gives \(I/V_D\) of 374.0 and 373.5 μS. At 100 mV the values are 351.2 and 345.7 μS, a difference of 1.5 % of \(G_0\).

In saturation the drain charge is negligible, and each section's current is \(2\mu WnU^2C/L_i=1.50\) μA times a difference of \(q^2+q\). The forward junction settles at 0.362 V. There the charge is 0.097 μC/cm² on the high-threshold side, or \(q=4.18\), and 0.225 μC/cm² on the other. For section 1,

\[
I_f=1.50\,(125.6-21.6)\ \mu\text{A}\approx156\ \mu\text{A}.
\]

In reverse the junction is at 0.131 V. Section 1 now begins with 0.193 instead of 0.249 μC/cm², so \(q=8.31\) and

\[
I_r=1.50\times77.3\ \mu\text{A}\approx116\ \mu\text{A}.
\]

The ratio is 1.34. Integrating the drift-diffusion form of (2) directly through a hyperbolic-tangent threshold step of scale 2 nm gives 155.9 and 115.9 μA, which supports joining the sections by a continuous \(V\). That narrow step is a mathematical limit, not a fabricated profile.

The square law (9), with \(G_1=0.8\) V and \(G_2=1.2\) V, gives 177 and 130 μA, a ratio of 1.36. It overestimates the currents because it omits the logarithm in (1): for section 1 it would put \(q_1\) at \(0.615/(2\times0.02585)=11.9\) instead of 10.7. The end-charge formula rejected earlier gives −121 μA at zero drain bias, comparable in size to the real saturation currents.

With the drain held at 3 V, the saturation ratio is 1.000 at a gate voltage of 0.3 V, 1.001 at 0.5 V, 1.08 at 0.7 V, 1.43 at 1.1 V and 1.14 at 3 V. At 0.5 V the low-threshold section is already above threshold, yet the asymmetry is only 0.1 %, as the argument about one weakly inverted section leads one to expect. These ratios belong to the ideal model; the last section shows that drain-end effects outweigh so small an asymmetry. A linear threshold ramp between the same end values, at the original gate and drain voltages, gives 162 and 125 μA, a ratio of 1.29. An abrupt step is therefore not essential.

## How far a real device departs from the model

These are rough values for a long graded-channel silicon transistor, in which heavier body doping at one end raises the threshold there; 4 μm is far longer than the channel of a modern logic device. The largest change found concerns the common slope factor. Producing the threshold difference by doping takes roughly \(2.9\times10^{17}\) against \(1.0\times10^{17}\) cm⁻³, with slope factors of 1.48 and 1.29, and with these factors held at their source values the ratio rises to 1.46; a charge-sheet treatment with the full body effect gives 1.43 to 1.47, depending on how the threshold is defined. Taken one at a time, a velocity limit \(v_s=10^7\) cm/s with the law \(v=\mu E/(1+\mu E/v_s)\) lowers both currents by about 9 to 10 % and gives 1.33, while the sharper law \(v=\mu E/\sqrt{1+(\mu E/v_s)^2}\), common for electrons, lowers them by about 1 % and gives 1.35; field-dependent mobility gives 1.34 if held at its source value in each section and 1.36 if it follows the local field, pinch-off shortening 1.34, and a step smeared over a scale of 0.2 μm 1.35. A lower mobility in the more heavily doped section reduces the ratio, to 1.32 at 400 cm²/Vs and 1.28 at 300 cm²/Vs. At 400 K, with both thresholds lowered by 0.1 V, the ratio is 1.31. Degeneracy of the inversion layer, estimated with only the two lowest valleys occupied (at 300 K the other four hold about a third of the charge), lowers both currents by about 1 % without changing the ratio. A self-consistent Schrödinger–Poisson solution puts the charge centroid 2.1 to 2.5 nm below the oxide and gives \(dQ/dV_G\) about 5 % below the value from (1). If the flat-band voltages are fixed so that the classical thresholds (surface potential at twice the bulk Fermi potential) are 0.7 and 0.3 V, quantization removes 12 % and 6 % of the charge at \(V=0\); the currents fall from 130 and 89 μA in the charge-sheet treatment to 106.5 and 71.4 μA, and the ratio moves from 1.47 to 1.49. The estimated oxide field of 1.6 MV/cm leaves tunnelling negligible, and the drain field of about 0.2 MV/cm acts over a drop of only 0.9 V, too little for strong impact ionization. All these sizes refer to gate and drain at 1.5 V. With the drain at 3 V and a low gate voltage, the drop is 2.7 to 3 V and the same estimate gives 0.6 to 0.7 MV/cm, where impact ionization is no longer negligible; at a gate voltage of 3 V the oxide field is about 3 MV/cm. Contact resistance and self-heating are not included.

Near and below the high threshold the picture changes even for this long channel. The drain depletion region shortens the current-limiting section 1 in reverse. In forward it shortens the highly conducting section 2, while section 1 ends at the junction potential, about 0.3 V instead of 3 V for a gate voltage of 0.5 V, and loses less length there (roughly 45 against 120 nm). At a gate voltage of 0.5 V a depletion-width estimate then gives a saturation ratio of about 0.94 to 0.97 instead of 1.001, so the reverse current is the larger one. The sign in (8) carries over to a real device only where the model asymmetry exceeds such corrections of a few per cent.

In short channels the drain voltage also changes the local thresholds, and by different amounts in the two connections. A fixed \(V_T(x)\) then no longer describes the device, and neither (8) nor the weak-inversion equality is guaranteed. The equality of the zero-bias conductances survives, because it rests only on equilibrium, as long as gate and junction leakage are negligible. The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
Temperature 300 K; thermal voltage 25.852 mV
Oxide 10 nm; capacitance 0.3453 uF/cm2
Width 10 um; section lengths 2, 2 um
Mobility 500 cm2/Vs; slope factor 1.3
Thresholds high 0.7, low 0.3 V; gate 1.5, drain 1.5 V
Pinch-off potentials high 0.6154, low 0.9231 V
q at V=0: high 10.716, low 16.453
Charge at V=0: high 0.2487, low 0.3819 uC/cm2
Zero-bias resistances: high 1608.2, low 1047.5 ohm
Common zero-bias conductance: 376.555 uS
High-section share of resistance: 0.6056
dlnQ/dV at V=0: high -1.7244, low -1.1409 1/V
Relative current difference per volt, V->0: 0.13937 1/V
I/V at 1 mV: forward 376.300, reverse 376.247 uS
I/V at 10 mV: forward 374.006, reverse 373.478 uS
I/V at 100 mV: forward 351.220, reverse 345.679 uS
Forward saturation current: 155.90 uA
Reverse saturation current: 115.93 uA
Saturation ratio forward/reverse: 1.3448
Junction potential: forward 0.3624, reverse 0.1312 V
High-section charge at its source-side end: forward 0.2487, reverse 0.1928 uC/cm2
Charge at junction, forward: high side 0.0970, low side 0.2253 uC/cm2
Drift-diffusion check: forward 155.92, reverse 115.94 uA
Square law: forward 176.53, reverse 129.54 uA, ratio 1.3627
False zero-bias current of end-charge formula: -121.20 uA
Saturation ratio at gate 0.0 V, drain 3 V: 1.00000
Saturation ratio at gate 0.3 V, drain 3 V: 1.00001
Saturation ratio at gate 0.5 V, drain 3 V: 1.00102
Saturation ratio at gate 0.7 V, drain 3 V: 1.08099
Saturation ratio at gate 0.9 V, drain 3 V: 1.30303
Saturation ratio at gate 1.1 V, drain 3 V: 1.42973
Saturation ratio at gate 1.5 V, drain 3 V: 1.34475
Saturation ratio at gate 3.0 V, drain 3 V: 1.14045
Linear grading: forward 161.73, reverse 125.35 uA, ratio 1.2902
Linear grading, zero-bias conductance: 387.982 uS
Neglected effects, rough sizes (forward uA, reverse uA, ratio):
  Velocity limit 1e7 cm/s: 140.91, 105.97, 1.3297
  Doping-dependent slope factor: 148.76, 102.19, 1.4558
  Field-dependent mobility: 147.50, 110.28, 1.3375
  Pinch-off shortening: 157.94, 118.24, 1.3357
  Step smeared, tanh scale 0.2 um: 158.02, 116.75, 1.3536
Doping high 2.94e+17, low 1.00e+17 cm-3; slope factors 1.480, 1.289
Mobilities at source bias: high 463, low 498 cm2/Vs
Saturation ratio at 400 K: 1.3092
Degeneracy: sheet density 2.38e+12 cm-2, Einstein factor 1.318
Diffusion share 5.7 %, degeneracy correction about 1.8 %
Capacitance loss for 1.5 nm charge depth: 5.0 %
Reverse drain end: excess drop 0.885 V over 43 nm, field 0.20 MV/cm
Oxide field 1.59 MV/cm; log10 tunnel transmission -43.6
```
